# A donor-order-independent Delta/Lambda label with an exact safety radius: a numerical check

```python
# Result under test: for chelate chords u=a2-a1 and v=b2-b1, joined by w
# (midpoint to midpoint), chi = [(u x v).w](u.v) is independent of donor order;
# chi < 0 is Delta (right-handed), chi > 0 is Lambda (left-handed).
# T=(u x v).w, D=u.v. If every donor may move by at most delta, then T=0 first
# becomes reachable at delta_T, and D=0 at delta_D; their minimum is the
# safety radius of the label. Lengths are in nm in the worked example.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize
from scipy.stats import ncx2

rng = np.random.default_rng(7)


def factors(p):
    u, v = p[1] - p[0], p[3] - p[2]
    w = (p[2] + p[3] - p[0] - p[1]) / 2
    return np.dot(np.cross(u, v), w), np.dot(u, v)


def seven_normals(p):
    normals = [np.cross(p[j] - p[i], p[k] - p[i])
               for i, j, k in itertools.combinations(range(4), 3)]
    for i, j, k, m in ((0, 1, 2, 3), (0, 2, 1, 3), (0, 3, 1, 2)):
        normals.append(np.cross(p[j] - p[i], p[m] - p[k]))
    return np.array(normals)


def radii(p):
    u, v = p[1] - p[0], p[3] - p[2]
    T, D = factors(p)
    largest = np.linalg.norm(seven_normals(p), axis=1).max()
    root = np.sqrt(u @ u + v @ v + 2 * np.linalg.norm(np.cross(u, v)))
    delta_T = abs(T) / (2 * largest) if largest > 0 else 0.0
    delta_D = abs(D) / (2 * root) if root > 0 else 0.0
    return delta_T, delta_D


def label(p, uncertainty=0.0):
    delta_T, delta_D = radii(p)
    flags = []
    if delta_T <= uncertainty:
        flags.append("coplanar")
    if delta_D <= uncertainty:
        flags.append("orthogonal")
    if flags:
        return "undecided: " + "+".join(flags)
    T, D = factors(p)
    return "Delta" if T * D < 0 else "Lambda"


def closest_points(p):
    u, v = p[1] - p[0], p[3] - p[2]
    x = np.linalg.lstsq(np.column_stack((u, -v)), p[2] - p[0], rcond=None)[0]
    return p[0] + x[0] * u, p[2] + x[1] * v


def helix_label(p):
    # Follow the second line and watch its azimuth about the first line.
    foot_a, foot_b = closest_points(p)
    e3 = (p[1] - p[0]) / np.linalg.norm(p[1] - p[0])
    e1 = (foot_b - foot_a) / np.linalg.norm(foot_b - foot_a)
    e2 = np.cross(e3, e1)
    step = 1e-3 * (p[3] - p[2])
    phi, z = [], []
    for point in (foot_b - step, foot_b + step):
        q = point - foot_a
        phi.append(np.arctan2(q @ e2, q @ e1))
        z.append(q @ e3)
    return "Delta" if (phi[1] - phi[0]) * (z[1] - z[0]) > 0 else "Lambda"


# Symbolic proof of donor-order invariance and of reflection oddness.
sym = [sp.Matrix(sp.symbols(f"{n}x {n}y {n}z")) for n in ("a", "b", "c", "d")]


def symbolic_factors(p):
    u, v = p[1] - p[0], p[3] - p[2]
    w = (p[2] + p[3] - p[0] - p[1]) / 2
    return sp.expand(u.cross(v).dot(w)), sp.expand(u.dot(v))


T_sym, D_sym = symbolic_factors(sym)
orders, triple_reversals = 0, 0
for first, second in (((0, 1), (2, 3)), ((2, 3), (0, 1))):
    for flip1, flip2 in itertools.product((1, -1), repeat=2):
        order = first[::flip1] + second[::flip2]
        Tp, Dp = symbolic_factors([sym[i] for i in order])
        sign = 1 if sp.expand(Tp - T_sym) == 0 else -1
        assert sp.expand(Tp - sign * T_sym) == 0
        assert sp.expand(Dp - sign * D_sym) == 0
        orders += 1
        triple_reversals += sign == -1
mirror = sp.diag(1, 1, -1)
Tm, Dm = symbolic_factors([mirror * q for q in sym])
assert sp.expand(Tm + T_sym) == 0 and sp.expand(Dm - D_sym) == 0

# Handedness, free choice of connector, and size of the normalised product.
helix_cases = 1000
for _ in range(helix_cases):
    p = rng.normal(size=(4, 3))
    assert label(p) == helix_label(p)
    T, D = factors(p)
    u, v = p[1] - p[0], p[3] - p[2]
    connector = p[2] + rng.normal() * v - p[0] - rng.normal() * u
    assert abs(np.linalg.det([u, v, connector]) - T) < 1e-9
    fa, fb = closest_points(p)
    U, V = np.linalg.norm(u), np.linalg.norm(v)
    omega = np.arccos(np.clip(abs(D) / (U * V), 0, 1))
    expected = np.linalg.norm(fb - fa) * np.sin(2 * omega) / 2
    assert abs(abs(T * D) / (U * V)**2 - expected) < 1e-7

# Tetrahedron width by direct search over directions.
width_error = 0.0
for _ in range(5):
    p = rng.normal(size=(4, 3))
    n = rng.normal(size=(40000, 3))
    n /= np.linalg.norm(n, axis=1)[:, None]
    n = n[np.argsort(np.ptp(n @ p.T, axis=1))[:300]]
    spread = 0.1
    for _ in range(60):
        trial = n[:, None, :] + spread * rng.normal(size=(300, 30, 3))
        trial[:, 0, :] = n
        trial /= np.linalg.norm(trial, axis=2)[:, :, None]
        best = np.argmin(np.ptp(trial @ p.T, axis=2), axis=1)
        n = trial[np.arange(300), best]
        spread *= 0.8
    searched = np.ptp(n @ p.T, axis=1).min()
    formula = 2 * radii(p)[0]
    assert searched >= formula - 1e-10
    width_error = max(width_error, abs(searched / formula - 1))
    normals = seven_normals(p)
    normal = normals[np.argmax(np.linalg.norm(normals, axis=1))]
    normal /= np.linalg.norm(normal)
    heights = p @ normal
    moves = (heights.max() + heights.min()) / 2 - heights
    flat = p + moves[:, None] * normal
    assert abs(np.abs(moves).max() - radii(p)[0]) < 1e-10
    assert abs(factors(flat)[0]) < 1e-10
assert width_error < 1e-3  # finite random search

# Smallest chord changes that make the chords orthogonal.
orthogonal_error = 0.0
for _ in range(5):
    p = rng.normal(size=(4, 3))
    u, v = p[1] - p[0], p[3] - p[2]
    constraints = [
        {"type": "eq", "fun": lambda x: np.dot(u + x[:3], v + x[3:6])},
        {"type": "ineq", "fun": lambda x: x[6]**2 - x[:3] @ x[:3]},
        {"type": "ineq", "fun": lambda x: x[6]**2 - x[3:6] @ x[3:6]}]
    found = []
    for _ in range(12):
        start = np.append(0.3 * rng.normal(size=6), 1.0)
        ans = minimize(lambda x: x[6], start, method="SLSQP",
                       bounds=[(None, None)] * 6 + [(0, None)],
                       constraints=constraints,
                       options={"ftol": 1e-12, "maxiter": 500})
        x = ans.x
        if (abs(constraints[0]["fun"](x)) < 1e-7
                and constraints[1]["fun"](x) > -1e-7
                and constraints[2]["fun"](x) > -1e-7):
            found.append(x[6] / 2)
    assert found
    orthogonal_error = max(orthogonal_error, abs(min(found) - radii(p)[1]))
assert orthogonal_error < 1e-4  # optimiser and constraint tolerance


def core_sizes(R, bite, twist):
    r = R * np.cos(bite / 2) / np.cos(twist / 2)
    return r, np.sqrt(R**2 - r**2)


def tris_core(R, bite, twist):
    r, h = core_sizes(R, bite, twist)
    rings = []
    for k in range(3):
        mid = 2 * np.pi * k / 3
        lo, hi = mid - twist / 2, mid + twist / 2
        rings.append([[r * np.cos(lo), r * np.sin(lo), -h],
                      [r * np.cos(hi), r * np.sin(hi), h]])
    return np.array(rings)


def core_pair(R, bite, twist, i=0, j=1):
    rings = tris_core(R, bite, twist)
    return np.vstack((rings[i], rings[j]))


for bite_deg, twist_deg in ((91, 60), (91, -60), (80, 45), (91, 85)):
    bite_t, twist_t = np.radians([bite_deg, twist_deg])
    r, h = core_sizes(1.0, bite_t, twist_t)
    s, t = 2 * h, 2 * r * np.sin(twist_t / 2)
    for i, j in ((0, 1), (0, 2), (1, 2)):
        pair = core_pair(1.0, bite_t, twist_t, i, j)
        T, D = factors(pair)
        assert abs(T + 3 * r * np.cos(twist_t / 2) * t * s) < 1e-12
        assert abs(D - s**2 + t**2 / 2) < 1e-12
        propeller = "Delta" if twist_t > 0 else "Lambda"
        assert (label(pair) == propeller) == (s**2 > t**2 / 2)
        assert label(pair) == helix_label(pair)

# Rough tris(acetylacetonato)chromium(III) donor core.
R, bite, twist = 0.195, np.radians(91), np.radians(60)
p = core_pair(R, bite, twist)
T, D = factors(p)
delta_T, delta_D = radii(p)
rho = min(delta_T, delta_D)
r, h = core_sizes(R, bite, twist)
u, v = p[1] - p[0], p[3] - p[2]
U, V = np.linalg.norm(u), np.linalg.norm(v)
omega = np.arccos(D / (U * V))
fa, fb = closest_points(p)
c2 = np.cos(bite / 2)**2
critical = 2 * np.arccos(np.sqrt(3 * c2 / (2 + c2)))
numeric = brentq(lambda x: factors(core_pair(R, bite, x))[1],
                 np.radians(60), np.radians(90))
assert abs(critical - numeric) < 1e-9

# Explicit smallest move to orthogonality, then a slight overshoot.
e = u / U
g = v - (v @ e) * e
g /= np.linalg.norm(g)
alpha, beta = np.arcsin(2 * delta_D / U), np.arcsin(2 * delta_D / V)
du = U * np.cos(alpha) * (np.cos(alpha) * e - np.sin(alpha) * g) - u
dv = V * np.cos(beta) * (np.cos(omega + beta) * e
                         + np.sin(omega + beta) * g) - v
move = np.array([-du, du, -dv, dv]) / 2
assert np.allclose(np.linalg.norm(move, axis=1), delta_D, atol=1e-12)
assert abs(factors(p + move)[1]) < 1e-12
assert label(p + 0.98 * move) == "Delta"
assert label(p + 1.02 * move) == "Lambda"

# Thermal donor motion as independent isotropic quantum oscillators.
temperature, wavenumber, oxygen_mass_u = 450.0, 150.0, 16.0
mass = oxygen_mass_u * const.atomic_mass
ang_freq = 2 * np.pi * const.c * wavenumber * 100
quantum = const.hbar * ang_freq / (const.k * temperature)
variance = const.hbar / (2 * mass * ang_freq) / np.tanh(quantum / 2)
levels = np.arange(300)
weights = np.exp(-quantum * levels)
level_variance = (const.hbar / (mass * ang_freq)
                  * np.sum(weights * (levels + 0.5)) / weights.sum())
assert abs(level_variance / variance - 1) < 1e-10
sigma = np.sqrt(variance) * 1e9
scale = 4 * sigma**2
lam_sum = np.sum((u + v)**2) / scale
lam_diff = np.sum((u - v)**2) / scale
x = np.linspace(0, lam_sum + 12 * np.sqrt(4 * lam_sum + 6), 6001)
p_wrong_D = trapezoid(ncx2.pdf(x, 3, lam_sum) * ncx2.sf(x, 3, lam_diff), x)
samples, wrong_D, wrong_T, wrong_label, outside = 0, 0, 0, 0, 0
for _ in range(16):
    shift = sigma * rng.normal(size=(250000, 4, 3))
    q = p + shift
    uq, vq = q[:, 1] - q[:, 0], q[:, 3] - q[:, 2]
    Dq = np.einsum("ij,ij->i", uq, vq)
    Tq = np.einsum("ij,ij->i", np.cross(uq, vq), q[:, 2] - q[:, 0])
    wrong_D += np.count_nonzero(Dq * D < 0)
    wrong_T += np.count_nonzero(Tq * T < 0)
    wrong_label += np.count_nonzero(Dq * Tq * D * T < 0)
    outside += np.count_nonzero((np.sum(shift**2, axis=2) > rho**2).any(axis=1))
    samples += len(q)
assert abs(wrong_D - samples * p_wrong_D) < 5 * np.sqrt(samples * p_wrong_D) + 3

# Loss of enantiomeric excess; rate is for one direction of inversion.
barrier_eV = 1.5
kT_eV = const.k * temperature / const.e
rate = const.k * temperature / const.h * np.exp(-barrier_eV / kT_eV)
half_life = np.log(2) / (2 * rate)
population = expm(rate * half_life * np.array([[-1, 1], [1, -1]])) @ [1, 0]
assert abs(population[0] - population[1] - 0.5) < 1e-10

# Degenerate and nearly degenerate donor arrangements.
uncertainty, half, gap = 0.002, 0.14, 0.14


def crossed(angle_deg):
    a = np.radians(angle_deg)
    b = half * np.array([np.cos(a), np.sin(a), 0])
    z = np.array([0, 0, gap / 2])
    return np.array([[-half, 0, -gap / 2], [half, 0, -gap / 2], -b + z, b + z])


square = np.array([[-half, -half, 0], [half, -half, 0],
                   [-half, half, 0], [half, half, 0]])
shared = np.array([[0, 0, 0], [half, 0, 0], [0, 0, 0], [half, half, half]])
cases = [("trans-bis, parallel chords", square),
         ("shared donor", shared),
         ("trigonal prism", core_pair(R, bite, 0.0)),
         ("crossed at 90 deg", crossed(90)),
         ("crossed at 89 deg", crossed(89)),
         ("crossed at 85 deg", crossed(85))]
results = [label(q, uncertainty) for _, q in cases]
assert all("coplanar" in item for item in results[:3])
assert all("orthogonal" in item for item in results[3:5])
assert results[5] == helix_label(cases[5][1])

print(f"Donor orders proved: {orders}; T alone reverses in: {triple_reversals}")
print(f"Random helix comparisons passed: {helix_cases}")
print(f"Largest relative error of width search: {width_error:.1e}")
print(f"Largest error of orthogonality search: {orthogonal_error:.1e}")
print(f"Cr-O distance: {R:.3f} nm; bite: {np.degrees(bite):.1f} deg; "
      f"twist: {np.degrees(twist):.1f} deg")
print(f"Core radius r: {r:.5f} nm; half-height h: {h:.5f} nm")
for name, point in zip(("a1", "a2", "b1", "b2"), p):
    print(f"{name}: " + " ".join(f"{c:.5f}" for c in point) + " nm")
print("u: " + " ".join(f"{c:.5f}" for c in u) + " nm")
print("v: " + " ".join(f"{c:.5f}" for c in v) + " nm")
print(f"Chord length: {U:.5f} nm; acute angle: {np.degrees(omega):.2f} deg")
print(f"Distance between chord lines: {np.linalg.norm(fb - fa):.5f} nm")
print(f"T: {T:.6f} nm^3; D: {D:.6f} nm^2")
print(f"chi: {T * D:.4e} nm^5; label: {label(p, uncertainty)}")
print(f"chi/(U^2 V^2): {T * D / (U * V)**2:.5f} nm")
print(f"Largest of seven cross products: "
      f"{np.linalg.norm(seven_normals(p), axis=1).max():.6f} nm^2")
print(f"|u x v|: {np.linalg.norm(np.cross(u, v)):.6f} nm^2")
print(f"delta_T: {delta_T:.5f} nm; delta_D: {delta_D:.5f} nm")
print(f"Safety radius: {rho:.5f} nm")
print(f"Twist where pair label reverses: {np.degrees(critical):.2f} deg")
for degrees in (20, 40, 60, 75, 85):
    q = core_pair(R, bite, np.radians(degrees))
    Tq, Dq = factors(q)
    print(f"Twist {degrees} deg: T={Tq:.5f} nm^3, D={Dq:.5f} nm^2, "
          f"radius={min(radii(q)):.5f} nm, {label(q, uncertainty)}")
print(f"Coordinate uncertainty: {uncertainty:.3f} nm")
print(f"Crossed test chords: length {2 * half:.2f} nm, separation {gap:.2f} nm")
for (name, q), result in zip(cases, results):
    dt, dd = radii(q)
    print(f"{name}: delta_T={dt:.5f} nm, delta_D={dd:.5f} nm, {result}")
print(f"Temperature: {temperature:.0f} K; oscillator: {wavenumber:.0f} cm^-1; "
      f"mass: {oxygen_mass_u:.0f} u")
print(f"Thermal rms: {sigma:.5f} nm per axis; {np.sqrt(3) * sigma:.5f} nm total")
print(f"Snapshots: {samples}; some donor beyond radius: {outside / samples:.4f}")
print(f"Wrong signs: D {wrong_D}, T {wrong_T}, label {wrong_label} snapshots")
print(f"Probability of wrong D sign, by integration: {p_wrong_D:.2e}")
print(f"Barrier: {barrier_eV:.2f} eV; inversion rate: {rate:.2e} s^-1")
print(f"Half-life of enantiomeric excess: {half_life / 3600:.2f} h")
print(f"Rate factor for 0.1 eV barrier error: {np.exp(0.1 / kT_eV):.1f}")
print("OK")
```

It prints:

```
Donor orders proved: 8; T alone reverses in: 4
Random helix comparisons passed: 1000
Largest relative error of width search: 9.6e-09
Largest error of orthogonality search: 1.2e-12
Cr-O distance: 0.195 nm; bite: 91.0 deg; twist: 60.0 deg
Core radius r: 0.15782 nm; half-height h: 0.11453 nm
a1: 0.13668 -0.07891 -0.11453 nm
a2: 0.13668 0.07891 0.11453 nm
b1: 0.00000 0.15782 -0.11453 nm
b2: -0.13668 0.07891 0.11453 nm
u: 0.00000 0.15782 0.22906 nm
v: -0.13668 -0.07891 0.22906 nm
Chord length: 0.27817 nm; acute angle: 58.86 deg
Distance between chord lines: 0.22382 nm
T: -0.014823 nm^3; D: 0.040016 nm^2
chi: -5.9316e-04 nm^5; label: Delta
chi/(U^2 V^2): -0.09907 nm
Largest of seven cross products: 0.108453 nm^2
|u x v|: 0.066227 nm^2
delta_T: 0.06834 nm; delta_D: 0.03733 nm
Safety radius: 0.03733 nm
Twist where pair label reverses: 79.44 deg
Twist 20 deg: T=-0.00541 nm^3, D=0.07389 nm^2, radius=0.02087 nm, Delta
Twist 40 deg: T=-0.01060 nm^3, D=0.06253 nm^2, radius=0.04308 nm, Delta
Twist 60 deg: T=-0.01482 nm^3, D=0.04002 nm^2, radius=0.03733 nm, Delta
Twist 75 deg: T=-0.01571 nm^3, D=0.01138 nm^2, radius=0.01026 nm, Delta
Twist 85 deg: T=-0.01243 nm^3, D=-0.01674 nm^2, radius=0.01513 nm, Lambda
Coordinate uncertainty: 0.002 nm
Crossed test chords: length 0.28 nm, separation 0.14 nm
trans-bis, parallel chords: delta_T=0.00000 nm, delta_D=0.09899 nm, undecided: coplanar
shared donor: delta_T=0.00000 nm, delta_D=0.02679 nm, undecided: coplanar
trigonal prism: delta_T=0.00000 nm, delta_D=0.09835 nm, undecided: coplanar
crossed at 90 deg: delta_T=0.07000 nm, delta_D=0.00000 nm, undecided: orthogonal
crossed at 89 deg: delta_T=0.07000 nm, delta_D=0.00122 nm, undecided: orthogonal
crossed at 85 deg: delta_T=0.07000 nm, delta_D=0.00611 nm, Lambda
Temperature: 450 K; oscillator: 150 cm^-1; mass: 16 u
Thermal rms: 0.01728 nm per axis; 0.02993 nm total
Snapshots: 4000000; some donor beyond radius: 0.5855
Wrong signs: D 28, T 0, label 28 snapshots
Probability of wrong D sign, by integration: 8.42e-06
Barrier: 1.50 eV; inversion rate: 1.49e-04 s^-1
Half-life of enantiomeric excess: 0.65 h
Rate factor for 0.1 eV barrier error: 13.2
OK
```
